# Nonlocal Heat Flux in Planar Gray Transport and Its Fourier Limit: a program that tests the result

```python
# RESULT UNDER TEST
# Steady planar gray transport in an infinite medium obeys
#   q(x) = -(C v/2) * integral E3(|x-x'|/L) dTs/dx' dx',
# and the kernel's total weight is the Fourier conductivity k = C v L/3.
# C: heat capacity per volume, v: carrier speed, L: mean free path,
# Ts: emission temperature (what scattering relaxes carriers towards),
# Te: energy temperature (energy density / C), Q = dq/dx: heat input.
# Scaled units in the tests: lengths in L, flux in C*v*(temperature unit).
# There the law reads J = -(1/2) integral E3 Ts' dx' and k becomes 1/3.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, expn

nodes, node_weights = np.polynomial.legendre.leggauss(40)
mu = 0.5 * (nodes + 1.0)
mu_weight = 0.5 * node_weights
x = np.linspace(-14.0, 14.0, 5601)
step = x[1] - x[0]


def transport_sweep(source, slope_left, slope_right):
    """Solve mu f' = source - f along each direction by finite differences.
    The slopes set the anisotropy of the carriers entering at the two ends.
    Returns scaled flux and energy temperature."""
    count = len(x)
    right = np.empty((count, len(mu)))
    left = np.empty((count, len(mu)))
    keep = (mu / step - 0.5) / (mu / step + 0.5)
    gain = 1.0 / (mu / step + 0.5)
    middle = 0.5 * (source[1:] + source[:-1])
    right[0] = source[0] - mu * slope_left
    left[-1] = source[-1] + mu * slope_right
    for i in range(count - 1):
        right[i + 1] = keep * right[i] + gain * middle[i]
    for i in range(count - 1, 0, -1):
        left[i - 1] = keep * left[i] + gain * middle[i - 1]
    flux = 0.5 * (right - left) @ (mu_weight * mu)
    energy = 0.5 * (right + left) @ mu_weight
    return flux, energy


def half_line(function):
    """Integral from 0 to 40 mean free paths, split near the origin."""
    edges = [0.0, 0.5, 2.0, 6.0, 40.0]
    return sum(quad(function, a, b, limit=400)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# ---- nonlocal law against direct transport, asymmetric profile ----
def profile(z):
    return (0.2 * z - 0.5 * erf(z / (np.sqrt(2) * 0.4))
            + 0.3 * np.exp(-(z - 1.0)**2 / (2 * 0.7**2)))


def profile_slope(z):
    return (0.2 - np.exp(-z**2 / (2 * 0.4**2)) / (0.4 * np.sqrt(2 * np.pi))
            - 0.3 * (z - 1.0) / 0.7**2 * np.exp(-(z - 1.0)**2 / (2 * 0.7**2)))


def kernel_flux(z):
    return -0.5 * half_line(lambda s: expn(3, s)
                            * (profile_slope(z + s) + profile_slope(z - s)))


def kernel_energy(z):
    return 0.5 * half_line(lambda s: expn(1, s)
                           * (profile(z + s) + profile(z - s)))


flux_sweep, energy_sweep = transport_sweep(profile(x), 0.2, 0.2)
law_error = 0.0
for point in (-2.0, -0.5, 0.0, 0.7, 1.5, 3.0):
    index = int(np.argmin(abs(x - point)))
    law_error = max(law_error, abs(kernel_flux(point) - flux_sweep[index]))
    assert abs(kernel_energy(point) - energy_sweep[index]) < 5e-4
    slope_of_flux = (kernel_flux(point + 0.01)
                     - kernel_flux(point - 0.01)) / 0.02
    # energy balance: flux divergence equals Ts - Te
    assert abs(slope_of_flux - profile(point) + kernel_energy(point)) < 1e-3
assert law_error < 2e-4

# ---- total weight, tail, and uniform gradient ----
weight = 2 * half_line(lambda s: expn(3, s))
assert abs(weight - 2 / 3) < 1e-7
second_moment = 2 * half_line(lambda s: s * s * expn(3, s)) / weight
assert abs(second_moment - 6 / 5) < 1e-6
tail_beyond_two = 2 * quad(lambda s: expn(3, s), 2, 40)[0] / weight
assert abs(tail_beyond_two - 3 * expn(4, 2.0)) < 1e-7
# isotropic carriers enter at the ends; the interior must forget them
uniform_flux, _ = transport_sweep(0.2 * x, 0.0, 0.0)
assert abs(uniform_flux[len(x) // 2] + 0.2 / 3) < 1e-5

# ---- sharp temperature step: J tends to (temperature drop)/4 ----
sharp_flux, _ = transport_sweep(-0.5 * erf(x / (np.sqrt(2) * 0.03)), 0, 0)
assert abs(sharp_flux[len(x) // 2] - 0.25) < 0.02


# ---- conductivity factors for periodic profiles ----
def energy_ratio(y):
    return np.arctan(y) / y


def factor_emission(y):
    return 3 * (1 - energy_ratio(y)) / y**2


def factor_energy(y):
    return factor_emission(y) / energy_ratio(y)


for y_test in (0.3, 1.0, 4.0, 10.0):
    h_num = 3 * half_line(lambda s: expn(3, s) * np.cos(y_test * s))
    a_num = half_line(lambda s: expn(1, s) * np.cos(y_test * s))
    assert abs(h_num - factor_emission(y_test)) < 1e-6
    assert abs(a_num - energy_ratio(y_test)) < 1e-6
y_small = 0.05
h_small = 3 * half_line(lambda s: expn(3, s) * np.cos(y_small * s))
a_small = half_line(lambda s: expn(1, s) * np.cos(y_small * s))
assert abs((1 - h_small) / y_small**2 - 3 / 5) < 3e-3
assert abs((1 - h_small / a_small) / y_small**2 - 4 / 15) < 3e-3
assert abs(factor_emission(1e4) * 1e8 / 3 - 1) < 1e-3
assert abs(factor_energy(1e4) * 1e4 * np.pi / 6 - 1) < 1e-3

# ---- example: Gaussian heated layer in silicon, rough gray values ----
heat_capacity = 0.93e6      # J/(m3 K)
speed = 1800.0              # m/s
mfp = 260e-9                # m
layer_sigma = 50e-9         # m
areal_power = 5e9           # W/m2
ambient = 300.0             # K
reference = 1000e-9         # m, plane where the temperature is compared
probe = 100e-9              # m, place where the flux is examined
conductivity = heat_capacity * speed * mfp / 3
unit_temp = areal_power / (heat_capacity * speed)
sigma = layer_sigma / mfp


def source_shape(z, width):
    return np.exp(-z**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def fourier_temp(z, width):
    """Fourier solution for unit source; tends to -1.5|z| far away."""
    return -1.5 * (z * erf(z / (np.sqrt(2) * width)) + width
                   * np.sqrt(2 / np.pi) * np.exp(-z**2 / (2 * width**2)))


def gray_multiplier(y):
    return 1 / (1 - energy_ratio(y)) - 1 - 3 / y**2


def energy_excess(z, width, multiplier=gray_multiplier, slope=False):
    """Te minus Fourier temperature (or its slope), inverse transform."""
    dy = 0.04
    y = (np.arange(int(np.ceil(8.5 / width / dy))) + 0.5) * dy
    amplitude = multiplier(y) * np.exp(-(y * width)**2 / 2) * dy / np.pi
    phase = np.outer(np.atleast_1d(z), y)
    if slope:
        return -np.sin(phase) @ (amplitude * y)
    return np.cos(phase) @ amplitude


heat = source_shape(x, sigma)
te_grid = fourier_temp(x, sigma) + energy_excess(x, sigma)
balance_flux = 0.5 * erf(x / (np.sqrt(2) * sigma))
# transport with explicit isotropic heating must reproduce Te and the flux
flux_back, te_back = transport_sweep(te_grid + heat, 1.5, -1.5)
inside = abs(x) < 8
te_mismatch = np.max(abs(te_back - te_grid)[inside])
flux_mismatch = np.max(abs(flux_back - balance_flux)[inside])
assert te_mismatch < 1e-3 and flux_mismatch < 1e-3

# the E3 law applied to the example's emission-temperature gradient
te_slope = -3 * balance_flux + energy_excess(x, sigma, slope=True)
ts_slope = te_slope - x / sigma**2 * heat
z_probe = probe / mfp
integrand = expn(3, abs(x - z_probe)) * ts_slope
flux_law = -0.5 * step * (integrand.sum()
                          - 0.5 * (integrand[0] + integrand[-1]))
flux_balance = 0.5 * erf(z_probe / (np.sqrt(2) * sigma))
assert abs(flux_law - flux_balance) < 5e-4
k_app_te = -flux_balance / np.interp(z_probe, x, te_slope) * 3 * conductivity
k_app_ts = -flux_balance / np.interp(z_probe, x, ts_slope) * 3 * conductivity
assert 0 < k_app_ts < k_app_te < conductivity

z_ref = reference / mfp
rise_fourier = unit_temp * (fourier_temp(0.0, sigma)
                            - fourier_temp(z_ref, sigma))
excess_center, excess_ref = unit_temp * energy_excess(
    np.array([0.0, z_ref]), sigma)
rise_transport = rise_fourier + excess_center - excess_ref
ts_minus_te = unit_temp * source_shape(0.0, sigma)
wide = 5000e-9 / mfp
wide_ratio = energy_excess(0.0, wide)[0] / source_shape(0.0, wide)
assert abs(wide_ratio - 0.8) < 0.01

# ---- neglected effects ----
mfp_ratio = np.array([0.25, 4.0])     # two groups, equal shares of k
k_share = np.array([0.5, 0.5])
c_share = (k_share / mfp_ratio) / np.sum(k_share / mfp_ratio)
group_speed = speed * np.sum(k_share / mfp_ratio)


def two_group_multiplier(y):
    h_mix = sum(s * factor_emission(r * y)
                for s, r in zip(k_share, mfp_ratio))
    a_mix = sum(c * energy_ratio(r * y) for c, r in zip(c_share, mfp_ratio))
    return 3 / y**2 * (a_mix / h_mix - 1)


excess_groups = unit_temp * energy_excess(0.0, sigma, two_group_multiplier)[0]
k_exponent = 1.3                      # rough: k falls as T**-1.3
k_change = 1 - (1 + rise_transport / ambient)**(-k_exponent)
disc_radius = 10e-6
disc_drop = (disc_radius + reference
             - np.hypot(disc_radius, reference)) / reference
surface_cut = 1.5 * expn(4, z_ref)
carrier_density, mobility = 1e25, 1e-2    # 1/m3, m2/(V s), rough doped case
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
k_electron = lorenz * ambient * carrier_density * const.e * mobility
wavelength = const.h * speed / (const.k * ambient)

print(f"Law vs transport sweep, max scaled error: {law_error:.1e}")
print(f"Integral of E3 over whole line: {weight:.6f}")
print(f"Kernel rms range / mean free path: {np.sqrt(second_moment):.4f}")
for a in (1.0, 3.0):
    print(f"Kernel weight beyond {a:.0f} mean free paths: "
          f"{100 * 3 * expn(4, a):.2f} %")
print(f"Sharp step, scaled flux (width 0.03): {sharp_flux[len(x)//2]:.4f}")
print(f"Heat capacity C: {heat_capacity / 1e6:.2f} MJ/(m3 K)")
print(f"Speed v: {speed:.0f} m/s")
print(f"Mean free path: {mfp * 1e9:.0f} nm")
print(f"Fourier conductivity k: {conductivity:.1f} W/(m K)")
print(f"Sharp-step flux per kelvin, C v/4: "
      f"{heat_capacity * speed / 4e9:.4f} mW/(um2 K)")
for period in (100e-9, 1000e-9, 10000e-9):
    y = 2 * np.pi * mfp / period
    print(f"Period {period * 1e9:.0f} nm: y = {y:.4f}, factor for Ts "
          f"{factor_emission(y):.4f}, for Te {factor_energy(y):.4f}")
print(f"Layer standard deviation: {layer_sigma * 1e9:.0f} nm")
print(f"Areal power: {areal_power / 1e9:.1f} mW/um2")
print(f"Peak power density: "
      f"{areal_power * source_shape(0, layer_sigma) / 1e15:.1f} mW/um3")
print(f"Temperature unit P/(C v): {unit_temp:.3f} K")
print(f"Reference plane distance: {reference * 1e9:.0f} nm")
print(f"Centre rise over reference, Fourier: {rise_fourier:.2f} K")
print(f"Centre rise over reference, transport Te: {rise_transport:.2f} K")
print(f"Te excess over Fourier at centre: {excess_center:.3f} K")
print(f"Te excess over Fourier at reference: {excess_ref:.4f} K")
print(f"Ts - Te at centre: {ts_minus_te:.3f} K")
print(f"Example check, Te mismatch: {unit_temp * te_mismatch:.1e} K")
print(f"Probe distance: {probe * 1e9:.0f} nm")
print(f"Flux at probe, energy balance: "
      f"{flux_balance * areal_power / 1e9:.4f} mW/um2")
print(f"Flux at probe, E3 law: {flux_law * areal_power / 1e9:.4f} mW/um2")
print(f"Apparent k at probe from Te slope: {k_app_te:.1f} W/(m K)")
print(f"Apparent k at probe from Ts slope: {k_app_ts:.1f} W/(m K)")
for width in (50e-9, 500e-9, 5000e-9):
    value = unit_temp * energy_excess(0.0, width / mfp)[0]
    print(f"Layer sigma {width * 1e9:.0f} nm: centre Te excess {value:.4f} K")
print(f"Wide layer, Te excess / (L Q/(C v)): {wide_ratio:.4f}")
print(f"Two groups, mean free paths: {mfp_ratio[0] * mfp * 1e9:.0f} and "
      f"{mfp_ratio[1] * mfp * 1e9:.0f} nm")
print(f"Two groups, common speed for same C and k: {group_speed:.0f} m/s")
print(f"Two groups, centre Te excess: {excess_groups:.3f} K")
print(f"Assumed k ~ T^-n, n: {k_exponent:.1f}; ambient: {ambient:.0f} K")
print(f"Drop of k at the hot centre: {100 * k_change:.1f} %")
print(f"Disc radius {disc_radius * 1e6:.0f} um: Fourier drop / planar drop "
      f"{disc_drop:.3f}")
print(f"Kernel weight cut by surface at reference distance: "
      f"{100 * surface_cut:.2f} %")
print(f"Scattering time: {mfp / speed * 1e12:.0f} ps")
print(f"Diffusion time to reference: "
      f"{reference**2 * heat_capacity / conductivity * 1e9:.1f} ns")
print(f"Doped case: {carrier_density / 1e6:.0e} cm-3, "
      f"{mobility * 1e4:.0f} cm2/(V s)")
print(f"Electronic k in doped case: {k_electron:.3f} W/(m K)")
print(f"Thermal phonon wavelength h v/(kB T): {wavelength * 1e9:.2f} nm")
print("success")
```

Printed output:

```
Law vs transport sweep, max scaled error: 2.3e-07
Integral of E3 over whole line: 0.666667
Kernel rms range / mean free path: 1.0954
Kernel weight beyond 1 mean free paths: 25.82 %
Kernel weight beyond 3 mean free paths: 2.30 %
Sharp step, scaled flux (width 0.03): 0.2389
Heat capacity C: 0.93 MJ/(m3 K)
Speed v: 1800 m/s
Mean free path: 260 nm
Fourier conductivity k: 145.1 W/(m K)
Sharp-step flux per kelvin, C v/4: 0.4185 mW/(um2 K)
Period 100 nm: y = 16.3363, factor for Ts 0.0102, for Te 0.1104
Period 1000 nm: y = 1.6336, factor for Ts 0.4212, for Te 0.6736
Period 10000 nm: y = 0.1634, factor for Ts 0.9843, for Te 0.9930
Layer standard deviation: 50 nm
Areal power: 5.0 mW/um2
Peak power density: 39.9 mW/um3
Temperature unit P/(C v): 2.987 K
Reference plane distance: 1000 nm
Centre rise over reference, Fourier: 16.54 K
Centre rise over reference, transport Te: 18.97 K
Te excess over Fourier at centre: 2.428 K
Te excess over Fourier at reference: 0.0037 K
Ts - Te at centre: 6.196 K
Example check, Te mismatch: 8.6e-05 K
Probe distance: 100 nm
Flux at probe, energy balance: 2.3862 mW/um2
Flux at probe, E3 law: 2.3863 mW/um2
Apparent k at probe from Te slope: 80.2 W/(m K)
Apparent k at probe from Ts slope: 37.7 W/(m K)
Layer sigma 50 nm: centre Te excess 2.4279 K
Layer sigma 500 nm: centre Te excess 0.4697 K
Layer sigma 5000 nm: centre Te excess 0.0495 K
Wide layer, Te excess / (L Q/(C v)): 0.7994
Two groups, mean free paths: 65 and 1040 nm
Two groups, common speed for same C and k: 3825 m/s
Two groups, centre Te excess: 8.416 K
Assumed k ~ T^-n, n: 1.3; ambient: 300 K
Drop of k at the hot centre: 7.7 %
Disc radius 10 um: Fourier drop / planar drop 0.950
Kernel weight cut by surface at reference distance: 0.43 %
Scattering time: 144 ps
Diffusion time to reference: 6.4 ns
Doped case: 1e+19 cm-3, 100 cm2/(V s)
Electronic k in doped case: 0.117 W/(m K)
Thermal phonon wavelength h v/(kB T): 0.29 nm
success
```
